\section*{From Hydrogenic Bound Functions to the Energy-Normalised Coulomb Continuum}

\section{A fast electron in an s wave}

Hartree atomic units are used throughout. An electron moves without relativity in the field of a fixed point charge $Z>0$, and $u=rR$ is its reduced radial function, taken positive near $r=0$. The first two normalised s functions are
\begin{equation}
u_{10}=2Z^{3/2}\,r\,e^{-Zr},\qquad
u_{20}=\frac{Z^{3/2}}{\sqrt2}\,r\Bigl(1-\frac{Zr}{2}\Bigr)e^{-Zr/2}.
\label{eq:s}
\end{equation}
Multiplied by $n^{3/2}$, both have the slope $2Z^{3/2}$ at the origin, since $2^{3/2}/\sqrt2=2$. Suppose that this slope is the same for every $n$, as is shown below, and that it survives when $n$ is made imaginary and the energy positive.

For a wave number $k\gg 2\pi Z$ the attraction hardly changes the amplitude of the wave. A regular s wave of slope $2Z^{3/2}$ then has an amplitude close to $2Z^{3/2}/k$, that of $(2Z^{3/2}/k)\sin kr$, while its phase drifts slowly away from $kr$ as $(Z/k)\ln 2kr$. The limit is approached slowly: the amplitude is still 14\% lower at $k=10Z$ and 1.5\% lower at $k=100Z$, where a real electron is already relativistic. A continuum function normalised in energy has amplitude $\sqrt{2/(\pi k)}$, as derived in Section~\ref{sec:norm}. The ratio of the two amplitudes is
\begin{equation}
\sqrt{\frac{2}{\pi k}}\;\frac{k}{2Z^{3/2}}=\frac1Z\sqrt{\frac{k}{2\pi Z}} .
\label{eq:fast}
\end{equation}
So the continued function has the right shape but the wrong size. The root in (\ref{eq:fast}) is the form that $(1-e^{-2\pi Z/k})^{-1/2}$ takes for small $Z/k$. The full statement, for all $k>0$ and all $l$, is
\begin{equation}
u_{El}(r)=\frac1Z\,\frac{1}{\sqrt{1-e^{-2\pi Z/k}}}\,
\Bigl[n^{3/2}u_{nl}(r)\Bigr]_{n=Z/(ik)},\qquad E=\frac{k^2}{2},
\label{eq:main}
\end{equation}
with $\int_0^\infty u_{nl}^2\,dr=1$ and $\int_0^\infty u_{El}u_{E'l}\,dr=\delta(E-E')$. The prefactor $1/Z$ drops out for hydrogen.

\section{The regular solution depends on energy alone}

The radial equation is
\begin{equation}
u''=\Bigl[\frac{l(l+1)}{r^2}-\frac{2Z}{r}-2E\Bigr]u .
\label{eq:radial}
\end{equation}
Let $\varphi=r^{l+1}\sum_j c_jr^j$ with $c_0=1$. The power $r^{l+j-1}$ in (\ref{eq:radial}) has the coefficient $(l+1+j)(l+j)-l(l+1)=j(j+2l+1)$ in front of $c_j$, so that
\begin{equation}
j(j+2l+1)\,c_j=-2Zc_{j-1}-2Ec_{j-2},\qquad c_{-1}=0 .
\label{eq:rec}
\end{equation}
Each $c_j$ is a polynomial in $E$. Because the left side grows as $j^2$, the series converges for every $r$ and every $E$, and nothing special happens to $\varphi$ at $E=0$.

A closed form follows by writing $E=-Z^2/(2n^2)$, $\kappa=Z/n$ and $\varphi=r^{l+1}e^{-\kappa r}w$. Differentiating twice,
\begin{equation}
\varphi''=r^{l+1}e^{-\kappa r}\Bigl[w''+2\Bigl(\frac{l+1}{r}-\kappa\Bigr)w'
+\Bigl(\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{r}+\kappa^2\Bigr)w\Bigr].
\end{equation}
In (\ref{eq:radial}) the terms with $l(l+1)/r^2$ and $\kappa^2=-2E$ cancel. With $x=2\kappa r$, multiplication by $r/(2\kappa)$ leaves
\begin{equation}
x\frac{d^2w}{dx^2}+(2l+2-x)\frac{dw}{dx}-(l+1-n)w=0 .
\end{equation}
This is Kummer's equation. Its regular solution with $w(0)=1$ is $M(a,b,x)=\sum_j (a)_jx^j/[(b)_j\,j!]$, where $(a)_j=a(a+1)\cdots(a+j-1)$. Hence
\begin{equation}
\varphi(E,r)=r^{l+1}e^{-Zr/n}M\Bigl(l+1-n,\,2l+2,\,\frac{2Zr}{n}\Bigr).
\label{eq:phi}
\end{equation}
By (\ref{eq:rec}) the right side depends on $n$ through $1/n^2$ only. The choices $n=Z/(ik)$ and $n=-Z/(ik)$ therefore give the same function, and it is real.

\section{Normalising the bound functions}

For a bound state $p=n-l-1$ is a non-negative integer and $M$ is a polynomial. Set $\alpha=2l+1$ and define
\begin{equation}
L_p^\alpha(x)=\frac{x^{-\alpha}e^x}{p!}\frac{d^p}{dx^p}\bigl(e^{-x}x^{p+\alpha}\bigr)
=\sum_{j=0}^p(-1)^j\binom{p+\alpha}{p-j}\frac{x^j}{j!},
\label{eq:lag}
\end{equation}
where the sum is Leibniz's rule. Successive coefficients have the ratio $-(p-j)/[(\alpha+j+1)(j+1)]$, the same as in $M(-p,\alpha+1,x)$. Comparing the values at $x=0$ gives
\begin{equation}
M(-p,\alpha+1,x)=\frac{p!\,\alpha!}{(p+\alpha)!}L_p^\alpha(x).
\label{eq:ML}
\end{equation}

The norm requires $I=\int_0^\infty x^{\alpha+1}e^{-x}(L_p^\alpha)^2dx$. Insert the derivative form for one factor and integrate by parts $p$ times. The boundary terms vanish, because each contains a positive power of $x$ at the origin and $e^{-x}$ at infinity:
\begin{equation}
I=\frac{(-1)^p}{p!}\int_0^\infty e^{-x}x^{p+\alpha}\,\frac{d^p}{dx^p}\bigl(xL_p^\alpha\bigr)dx .
\end{equation}
Only the two highest powers of $xL_p^\alpha$ survive $p$ derivatives. From (\ref{eq:lag}), $L_p^\alpha=\frac{(-1)^p}{p!}[x^p-p(p+\alpha)x^{p-1}+\dots]$, so the derivative is $(-1)^p[(p+1)x-p(p+\alpha)]$. Therefore
\begin{align}
I&=\frac{(p+\alpha)!}{p!}\bigl[(p+1)(p+\alpha+1)-p(p+\alpha)\bigr]\nonumber\\
&=\frac{(p+\alpha)!}{p!}(2p+\alpha+1)=2n\,\frac{(n+l)!}{(n-l-1)!}.
\label{eq:I}
\end{align}

Now let $u_{nl}=N x^{l+1}e^{-x/2}M$ with $x=2Zr/n$, so that $dr=(n/2Z)\,dx$. Equations (\ref{eq:ML}) and (\ref{eq:I}) give
\begin{equation}
1=N^2\,\frac{n}{2Z}\Bigl[\frac{(n-l-1)!\,(2l+1)!}{(n+l)!}\Bigr]^2
\frac{2n\,(n+l)!}{(n-l-1)!},
\end{equation}
and hence
\begin{equation}
N=\frac{1}{n(2l+1)!}\sqrt{\frac{Z\,(n+l)!}{(n-l-1)!}} .
\end{equation}
The ratio of factorials is the product of the $2l+1$ numbers from $n-l$ to $n+l$. Pairing $n-s$ with $n+s$,
\begin{equation}
\frac{(n+l)!}{(n-l-1)!}=n\prod_{s=1}^l(n^2-s^2)=n^{2l+1}\prod_{s=1}^l\Bigl(1-\frac{s^2}{n^2}\Bigr).
\end{equation}
In $n^{3/2}u_{nl}$ the powers of $n$ outside the product are $n^{3/2}\,n^{-1}\,n^{l+1/2}\,n^{-l-1}=1$. What remains is
\begin{equation}
G\equiv n^{3/2}u_{nl}=\frac{\sqrt Z\,(2Z)^{l+1}}{(2l+1)!}
\sqrt{\prod_{s=1}^l\Bigl(1-\frac{s^2}{n^2}\Bigr)}\;\varphi(E,r).
\label{eq:G}
\end{equation}
For $l=0$ the product is empty and the slope at the origin is $2Z^{3/2}$ for every $n$, as assumed in the first section.

Equation (\ref{eq:G}) defines the continuation. Values at integers alone would not: a factor $\cos 2\pi n$ leaves every bound function unchanged but alters the result at imaginary $n$. Here $G$ is a function of $1/n^2$, and this variable is moved along the real axis from positive values through zero to $-k^2/Z^2$. The product stays positive on the way, so the positive root is kept.

\section{The continued function at large distance}

Put $\nu=Z/k$ and $n=Z/(ik)=-i\nu$. Then $Zr/n=ikr$, $1/n^2=-1/\nu^2$ and $E=k^2/2$. With $a=l+1+i\nu$ and $x$ now standing for $2kr$,
\begin{equation}
\varphi=r^{l+1}e^{-ix/2}M(a,2l+2,ix),\qquad 2l+2-a=a^* .
\end{equation}
Expanding $e^{ixt}$ and using the beta integral term by term confirms Euler's representation
\begin{equation}
M(a,2l+2,ix)=\frac{(2l+1)!}{|\Gamma(a)|^2}\int_0^1e^{ixt}\,t^{a-1}(1-t)^{a^*-1}dt ,
\label{eq:euler}
\end{equation}
which converges because $\mathrm{Re}\,a=l+1>0$. In the upper half-plane $e^{ixt}$ decays, so the path may run from $0$ to $i\infty$ and return from $1+i\infty$ to $1$.

On the first part $t=iy/x$. For large $x$ the factor $(1-t)^{a^*-1}$ tends to 1, and the contribution is $(i/x)^a\,\Gamma(a)$ with relative error of order $1/x$. On the second part $t=1+iy/x$, and $1-t=-iy/x$ has the phase $-\pi/2$. The contribution is $e^{ix}(-i/x)^{a^*}\Gamma(a^*)$. After multiplication by $e^{-ix/2}$ the two are complex conjugates. Since $i^a=e^{i\pi(l+1)/2}e^{-\pi\nu/2}$, their sum is
\begin{equation}
\frac{2e^{-\pi\nu/2}|\Gamma(a)|}{x^{l+1}}
\cos\Bigl[\frac x2+\nu\ln x-\frac{\pi(l+1)}2-\arg\Gamma(a)\Bigr].
\end{equation}
The cosine is $\sin\theta$ with
\begin{equation}
\theta=kr+\nu\ln 2kr-\frac{l\pi}2+\sigma_l,\qquad \sigma_l=\arg\Gamma(l+1-i\nu).
\label{eq:theta}
\end{equation}
Inserting this in (\ref{eq:euler}) and (\ref{eq:G}), the factor $(2l+1)!$ cancels and $(2Z)^{l+1}/(2k)^{l+1}=\nu^{l+1}$:
\begin{equation}
G\to C\sin\theta,\qquad
C=\frac{2\sqrt Z\,\nu^{l+1}e^{-\pi\nu/2}}{|\Gamma(l+1+i\nu)|}
\sqrt{\prod_{s=1}^l\Bigl(1+\frac{s^2}{\nu^2}\Bigr)} .
\label{eq:C}
\end{equation}

The recurrence $\Gamma(z+1)=z\Gamma(z)$ and the reflection formula give
\begin{align}
|\Gamma(l+1+i\nu)|^2&=\frac{\pi\nu}{\sinh\pi\nu}\prod_{s=1}^l(s^2+\nu^2)\nonumber\\
&=\frac{2\pi\nu\,e^{-\pi\nu}}{1-e^{-2\pi\nu}}\;\nu^{2l}\prod_{s=1}^l\Bigl(1+\frac{s^2}{\nu^2}\Bigr).
\label{eq:gamma}
\end{align}
In $C^2$ the products, the powers $\nu^{2l}$ and the factors $e^{-\pi\nu}$ cancel. With $\nu=Z/k$,
\begin{equation}
C^2=\frac{4Z\nu^2}{2\pi\nu}\bigl(1-e^{-2\pi\nu}\bigr)
=Z^2\,\frac{2}{\pi k}\bigl(1-e^{-2\pi Z/k}\bigr).
\label{eq:C2}
\end{equation}
The angular momentum has dropped out of the amplitude.

\section{Energy normalisation}
\label{sec:norm}

Let $u$ and $v$ be regular solutions for wave numbers $k$ and $k'$, with amplitudes $B$ and $B'$ and phases $\theta$ and $\theta'$ of the form (\ref{eq:theta}). From (\ref{eq:radial}), $(vu'-uv')'=(k'^2-k^2)uv$. Integration up to a large radius $R$, where $u'\simeq Bk\cos\theta$, gives
\begin{align}
\int_0^Ruv\,dr&=BB'\,\frac{k\sin\theta'\cos\theta-k'\sin\theta\cos\theta'}{k'^2-k^2}\nonumber\\
&=\frac{BB'}2\Bigl[\frac{\sin(\theta'-\theta)}{k'-k}-\frac{\sin(\theta'+\theta)}{k'+k}\Bigr].
\end{align}
The second term oscillates ever faster in $k'$ as $R$ grows and contributes nothing under an integral with a smooth function. In the first, $\partial\theta/\partial k$ equals $R$ plus terms that grow at most as $\ln R$. The logarithm is negligible beside $R$, and the term tends to $\pi\delta(k'-k)$. Since $\delta(k'-k)=k\,\delta(E'-E)$,
\begin{equation}
\int_0^\infty uv\,dr=\frac{\pi k}{2}B^2\,\delta(E-E'),\qquad\text{so}\qquad B=\sqrt{\frac{2}{\pi k}} .
\label{eq:B}
\end{equation}
The regular solution at a given energy is unique up to a constant, so $u_{El}=(B/C)\,G$. Equations (\ref{eq:C2}) and (\ref{eq:B}) give $B/C=Z^{-1}(1-e^{-2\pi Z/k})^{-1/2}$, which is (\ref{eq:main}).

\section{Meaning and limits}

The factor $1/Z$ comes from the level spacing. Since $dE/dn=Z^2/n^3$, the function $n^{3/2}u_{nl}/Z$ is a bound function divided by the square root of the local spacing. This is the discrete counterpart of normalisation per unit energy.

\textbf{Threshold.} As $k\to0$, $e^{-2\pi Z/k}$ vanishes faster than any power of $k$, and the correction factor tends to 1. At $E=0$ the recurrence (\ref{eq:rec}) has the solution $c_j=(-2Z)^j(2l+1)!/[j!\,(j+2l+1)!]$, and (\ref{eq:G}) becomes
\begin{equation}
\frac GZ=\frac{(2Zr)^{l+1}}{\sqrt Z}\sum_j\frac{(-2Zr)^j}{j!\,(j+2l+1)!}
=\sqrt{2r}\,J_{2l+1}\bigl(\sqrt{8Zr}\bigr).
\label{eq:bessel}
\end{equation}
High Rydberg functions and slow continuum functions thus join at fixed $r$.

\textbf{Weak charge.} For $Z/k\to0$ the factor becomes $\sqrt{k/(2\pi Z)}$, while the root in (\ref{eq:G}) becomes $l!\,(k/Z)^l$. The coefficient of $r^{l+1}$ in $u_{El}$ is then
\begin{equation}
\frac1Z\sqrt{\frac{k}{2\pi Z}}\;\frac{\sqrt Z(2Z)^{l+1}\,l!}{(2l+1)!}\frac{k^l}{Z^l}
=\sqrt{\frac2{\pi k}}\;\frac{2^l\,l!}{(2l+1)!}\,k^{l+1}.
\end{equation}
This is the leading coefficient of the free wave $\sqrt{2/(\pi k)}\,kr\,j_l(kr)$. All powers of $Z$ have cancelled, which could not happen without the correction factor.

\textbf{Density at the nucleus.} For $l=0$, (\ref{eq:main}) gives $u_{E0}'(0)^2=4Z/(1-e^{-2\pi Z/k})$, against $2k/\pi$ for a free wave. The ratio $2\pi\nu/(1-e^{-2\pi\nu})$ measures how strongly the attraction draws the electron to the nucleus.

The derivation needs the Coulomb potential at every $r$. A core of finite size changes the regular solution and its normalisation, and (\ref{eq:G}) no longer applies. For a repulsive charge there are no bound functions to continue, although the s-wave ratio $2\pi\nu/(1-e^{-2\pi\nu})$ remains valid with $\nu<0$ and then describes a reduced density at the origin.

\section{A worked case}

Take $Z=2$, $l=1$ and $k=8$, so that $E=32$ hartree. Then $\nu=2/8=0.25$ and $n=-0.25\,i$. The product in (\ref{eq:C}) is $1+1/0.25^2=17$. With $e^{-2\pi\nu}=0.20788$ the correction factor is $(1-0.20788)^{-1/2}=1.12358$. The amplitude of $G/Z$ is therefore $0.282095/1.12358=0.25107$, about 11\% below the required $\sqrt{2/(8\pi)}=0.282095$.

At $r=0.2$ bohr, for instance, $G=0.383265$. Division by $Z$ gives $0.191633$, and multiplication by $1.12358$ gives $u_{El}=0.215315$. Other radii are as follows, with $r$ in bohr, $G$ in bohr$^{-1/2}$ and $u_{El}$ in bohr$^{-1/2}$\,hartree$^{-1/2}$.

\begin{center}
\begin{tabular}{cccc}
$r$ & $G$ & $u_{El}$ by (\ref{eq:main}) & $u_{El}$ integrated\\
0.05 & 0.036373 & 0.020434 & 0.020434\\
0.20 & 0.383265 & 0.215315 & 0.215315\\
1.00 & 0.377507 & 0.212080 & 0.212080\\
2.00 & 0.219374 & 0.123242 & 0.123242
\end{tabular}
\end{center}

The last column comes from integrating (\ref{eq:radial}) outward, reading the amplitude at large radius, and rescaling it to $\sqrt{2/(\pi k)}$. No gamma function enters. The same procedure measures the correction factor itself. For $Z=2$ it gives 1.0009, 1.0223, 1.1236 and 1.3557 at $k=2$, 4, 8 and 16, the same for $l=0$, 1 and 2 and equal to the formula to these digits.

The asymptotic sine differs from $u_{El}$ by $2.5\times10^{-4}$ at $r=100$ bohr and by $2.6\times10^{-5}$ at 1000 bohr. The difference oscillates with $r$; its envelope is about $0.037/r$ (with $r$ in bohr) near both radii, an error of order $1/r$.

Near threshold, at $r=1$ bohr with $Z=2$ and $l=1$, the bound function with $n=100$ gives $n^{3/2}u_{nl}/Z=0.608357$. The continuum function with $k=0.02$ gives $0.608352$, and the Bessel limit (\ref{eq:bessel}) is $0.608354$. The two energies are $\mp2\times10^{-4}$ hartree. The small departures have opposite signs, as expected of a function that passes smoothly through $E=0$.

A wave packet tests the delta function directly. If $\psi=\int g(E)\,u_{El}\,dE$, then $\int\psi^2dr$ must equal $\int g^2dE$. For $Z=1$, $l=1$ and a Gaussian $g$ centred at 4.5 hartree with width parameter 0.3 hartree, the ratio of the two is 1.000000 with the correction factor and 0.877 without it. The deficit can be read from (\ref{eq:C2}): at the centre $k=3$, and $1-e^{-2\pi/3}=0.877$.

\section*{Computed values}
\begin{verbatim}
Atomic units; u_E in bohr^-1/2 hartree^-1/2, G in bohr^-1/2
bound norm Z=1 n=1 l=0: 1.0000000000
bound norm Z=2 n=3 l=1: 1.0000000000
bound norm Z=2 n=5 l=2: 1.0000000000
Example: Z=2, l=1, k=8.0 bohr^-1, E=32.0 hartree
nu = Z/k = 0.2500, n = -0.2500 i
product over s of (1+s^2/nu^2) = 17.0000
exp(-2 pi Z/k) = 0.207880
correction factor = 1.123581
energy-normalised amplitude = 0.282095
amplitude of G/Z = 0.251068
r/bohr   G          G/Z        u_E        u_E integrated
 0.05   0.036373   0.018187   0.020434   0.020434
 0.10   0.131560   0.065780   0.073909   0.073909
 0.20   0.383265   0.191633   0.215315   0.215315
 0.50   0.024942   0.012471   0.014012   0.014012
 1.00   0.377507   0.188754   0.212080   0.212080
 2.00   0.219374   0.109687   0.123242   0.123242
Coulomb phase sigma_l = -0.106741 rad
r=100 bohr: u_E = 0.227429, asymptotic sine = 0.227679
r=1000 bohr: u_E = 0.219880, asymptotic sine = 0.219906
Z=2: k/bohr^-1, factor by formula, measured for l=0,1,2
  0.5 1.000000 0.999998 0.999999 1.000000
  1.0 1.000002 1.000002 1.000002 1.000001
  2.0 1.000935 1.000935 1.000935 1.000935
  4.0 1.022333 1.022333 1.022333 1.022333
  8.0 1.123581 1.123581 1.123581 1.123581
 16.0 1.355738 1.355738 1.355738 1.355738
Packet: Z=1, l=1, centre 4.5 hartree, width 0.3 hartree
norm/required norm, with factor: 1.000000
norm/required norm, without factor: 0.876920
Threshold, Z=2, l=1, r=1.0 bohr (bohr^-1/2 hartree^-1/2):
bound n=100: 0.608357
continuum k=0.02 bohr^-1: 0.608352
Bessel limit: 0.608354
\end{verbatim}
